# Rim displacement of a silicon wafer warmed by 0.1 K

**Problem.** A silicon wafer 300 mm in diameter is warmed by $\Delta T=0.10$ K near room temperature. For this exercise, take the linear expansion coefficient to be $\alpha=2.60\times10^{-6}\ \mathrm{K^{-1}}$.

(a) The temperature change is the same throughout the wafer, and no force acts on its faces or rim. How far does a rim point move relative to the centre? What temperature change would move it by 1 nm?

(b) How does the answer change if the temperature also varies linearly across the wafer, by 0.02 K from centre to rim?

(c) The wafer is instead pressed onto a rigid chuck whose temperature does not change. The clamping pressure is 80 kPa and the friction coefficient is 0.20. How far does the rim move now?

## A tempting solution

The wafer measures $D=300$ mm, and a length $D$ grows by $\alpha D\,\Delta T$. Hence

$$
\alpha D\,\Delta T=(2.60\times10^{-6}\ \mathrm{K^{-1}})(0.300\ \mathrm m)(0.10\ \mathrm K)=78\ \mathrm{nm},
$$

and the edge has moved by 78 nm. Since nothing in this argument refers to a chuck, the same number is given for the clamped wafer.

## Where it fails

The 78 nm is a correct change of the diameter, which is the distance between two opposite rim points. The question asks for the distance from the centre to one rim point. Both rim points move outward, and each contributes half of the change.

The second fault is the transfer to the clamped wafer. The law $\alpha D\,\Delta T$ describes a body free to take up its thermal strain. Friction can oppose that strain, so the forces have to be examined before the law is used.

## (a) The free wafer

**One coefficient is enough.** In a general crystal the thermal strain is $\alpha_{ij}\Delta T$, with a symmetric tensor $\alpha_{ij}$. Take $x,y,z$ along the cubic axes of silicon. A twofold rotation about $z$ reverses $x$ and $y$, which changes the signs of $\alpha_{xz}$ and $\alpha_{yz}$. The crystal is unchanged by this rotation, so both components vanish. A threefold rotation about $[111]$ permutes the axes cyclically. It makes $\alpha_{xx}=\alpha_{yy}=\alpha_{zz}=\alpha$, and it makes $\alpha_{xy}$ equal to $\alpha_{yz}$, which is zero. Therefore $\alpha_{ij}=\alpha\delta_{ij}$.

**The free body takes up this strain.** Let $\varepsilon_{ij}=\tfrac12(\partial_i u_j+\partial_j u_i)$ be the small strain belonging to the displacement $\mathbf u$. Elastic energy is stored by the part of the strain that differs from the thermal strain:

$$
w=\tfrac12\sum_{ijkl}(\varepsilon_{ij}-\alpha\Delta T\,\delta_{ij})\,C_{ijkl}\,(\varepsilon_{kl}-\alpha\Delta T\,\delta_{kl}).
$$

For a stable crystal $w$ is positive unless the bracket vanishes. With no external forces, equilibrium is the minimum of the total elastic energy. That minimum is zero if some displacement field has $\varepsilon_{ij}=\alpha\Delta T\,\delta_{ij}$ everywhere. In the plane of the wafer, with the origin at the centre, such a field is

$$
u_x=\alpha\Delta T\,x,\qquad u_y=\alpha\Delta T\,y,
$$

together with $u_z=\alpha\Delta T\,z$ through the thickness.

Could another in-plane field have the same strain? The difference $\mathbf w$ of two such fields has $\partial_xw_x=0$ and $\partial_yw_y=0$, so $w_x=f(y)$ and $w_y=g(x)$. Zero shear requires $f'(y)+g'(x)=0$. A function of $y$ can cancel a function of $x$ everywhere only if both are constant, so $\mathbf w$ is a translation plus a small rotation. Fixing the centre and the orientation there removes both.

The stiffness $C_{ijkl}$ has dropped out. Silicon is elastically anisotropic, but a body without stress does not reveal its stiffness. At radius $R=D/2=150$ mm the outward displacement is

$$
u(R)=\alpha R\,\Delta T=(2.60\times10^{-6}\ \mathrm{K^{-1}})(0.150\ \mathrm m)(0.10\ \mathrm K)=39\ \mathrm{nm}.
$$

Cooling by the same amount moves the rim inward by 39 nm.

As a test, the elastic energy of a (001) plate was minimised numerically over polynomial displacements up to fourth degree, using the assumed cubic constants $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa, of which no more than two figures should be taken as data for silicon. The minimum gave a rim displacement of 39.00 nm, the same in all sampled directions.

**Temperature tolerance.** The sensitivity is $\alpha R=390$ nm/K. A displacement of 1 nm therefore needs

$$
\Delta T=\frac{1\ \mathrm{nm}}{390\ \mathrm{nm/K}}=2.56\times10^{-3}\ \mathrm K,
$$

or about 2.6 mK.

**Accuracy of the linear law.** An uncertainty of $0.05\times10^{-6}\ \mathrm{K^{-1}}$ in $\alpha$, assumed here, shifts the result by 0.75 nm either way. The coefficient also changes with temperature. Let $\theta$ be the temperature rise so far and write the coefficient as $\alpha+s\theta$, with roughly $s=1.0\times10^{-8}\ \mathrm{K^{-2}}$. A radius $r$ then grows according to

$$
\frac{dr}{d\theta}=(\alpha+s\theta)\,r
\quad\Rightarrow\quad
\ln\frac{r}{R}=\alpha\Delta T+\tfrac12 s\,\Delta T^2 .
$$

Expanding the exponential to second order in $\Delta T$ gives

$$
r-R\simeq R\left[\alpha\Delta T+\tfrac12 s\,\Delta T^2+\tfrac12(\alpha\Delta T)^2\right].
$$

The last two terms together amount to 0.0075 nm, nearly all of it from $s$. The uncertainty of $\alpha$ matters far more than the curvature of the expansion law.

## (b) A linear temperature variation

Let the temperature rise be $\theta(x)=\Delta T+gx/R$, with $g=0.02$ K. The mean rise is still $\Delta T$. The field

$$
u_x=\alpha\left[\Delta T\,x+\frac{g(x^2-y^2)}{2R}\right],\qquad
u_y=\alpha\left[\Delta T\,y+\frac{gxy}{R}\right]
$$

has the derivatives

$$
\partial_xu_x=\partial_yu_y=\alpha\left(\Delta T+\frac{gx}{R}\right),\qquad
\partial_yu_x=-\frac{\alpha gy}{R},\qquad
\partial_xu_y=+\frac{\alpha gy}{R}.
$$

The normal strains equal the local thermal strain, and the two shear contributions cancel. The thin wafer is again free of in-plane stress, so this is its equilibrium field. The displacement and the rotation $\tfrac12(\partial_xu_y-\partial_yu_x)=\alpha gy/R$ both vanish at the centre, as required.

At $x=R,\ y=0$ the outward displacement is $u_x$. At $x=-R,\ y=0$ it is $-u_x$. Hence

$$
u_{\rm warm}=\alpha R\left(\Delta T+\frac g2\right)=390\times0.11=42.9\ \mathrm{nm},
$$

$$
u_{\rm cool}=\alpha R\left(\Delta T-\frac g2\right)=390\times0.09=35.1\ \mathrm{nm}.
$$

The factor $\tfrac12$ arises because the rim displacement adds up the strain along the whole radius, and the mean excess temperature along that radius is $g/2$. The diameter along $x$ still grows by $42.9+35.1=78.0$ nm, so a measurement of that diameter alone would miss the asymmetry.

Not every temperature pattern leaves the wafer free of stress. If $\varepsilon_{xx}=\varepsilon_{yy}=\alpha\theta$ and the shear vanishes, then

$$
\alpha(\partial_y^2\theta+\partial_x^2\theta)
=\partial_y^2\partial_xu_x+\partial_x^2\partial_yu_y
=\partial_x\partial_y(\partial_yu_x+\partial_xu_y)=0 .
$$

A linear field satisfies this condition. A field proportional to $x^2+y^2$ does not, so a wafer heated in that pattern carries internal stress even when nothing holds it.

## (c) The wafer on a rigid chuck

Assume that the wafer, once clamped, carries no in-plane stress and no friction. It is then warmed once, uniformly, while the clamping pressure stays constant and the chuck keeps its temperature and shape. Strains and displacements are counted from the clamped state before warming. Friction can supply a traction up to

$$
\tau=0.20\times80\ \mathrm{kPa}=16\ \mathrm{kPa}.
$$

**Blocked stress.** For a simple radial estimate, treat the wafer as isotropic in its plane, with Young modulus $E$ and Poisson ratio $\nu$. Write $e=\alpha\Delta T=2.60\times10^{-7}$. The clamping pressure on the upper face is constant. For a thin wafer we therefore neglect changes of the stress normal to its faces and keep the friction limit uniform, although the contact pressure does change close to the rim. The radial stress is then

$$
\sigma_r=\frac{E}{1-\nu^2}\left[(\varepsilon_r-e)+\nu(\varepsilon_\theta-e)\right]
=\frac{E}{1-\nu^2}(\varepsilon_r+\nu\varepsilon_\theta)-\frac{E}{1-\nu}\,e .
$$

Where the wafer cannot move, both strains vanish and $\sigma_r=-Me$, with $M=E/(1-\nu)$. The minus sign denotes compression. The values along the cubic axes follow from the constants given above:

$$
\nu=\frac{c_{12}}{c_{11}+c_{12}}=0.278,\qquad
M=c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}=180.7\ \mathrm{GPa}.
$$

To obtain them, set the change of the stress normal to the wafer to zero. The change of the normal elastic strain is then $-(c_{12}/c_{11})$ times the sum of the two in-plane elastic strains. Substitution gives the in-plane stiffnesses $Q_{11}=c_{11}-c_{12}^2/c_{11}$ and $Q_{12}=c_{12}-c_{12}^2/c_{11}$. Comparison with the isotropic law gives $\nu=Q_{12}/Q_{11}$ and $M=Q_{11}+Q_{12}$. The blocked stress has magnitude $Me=47.0$ kPa.

**Width of the slipping rim.** The stress must vanish at the free rim, so the wafer slips outward there and friction pulls inward. For a small ring sector of thickness $h$, the radial forces balance when

$$
h\frac{d(r\sigma_r)}{dr}-h\sigma_\theta-\tau r=0
\quad\Rightarrow\quad
h\left[\frac{d\sigma_r}{dr}+\frac{\sigma_r-\sigma_\theta}{r}\right]=\tau .
$$

If the slipping zone has width $L\ll R$, the second term in the bracket is smaller than the first by a factor of order $L/R$ and is dropped. The stress then rises linearly from $-Me$ to zero over the width $L$, so $Me=\tau L/h$. With $h=775\ \mu$m,

$$
L=\frac{Me\,h}{\tau}=\frac{47.0\ \mathrm{kPa}}{16\ \mathrm{kPa}}\times0.775\ \mathrm{mm}=2.28\ \mathrm{mm}.
$$

This is about 1.5 percent of the radius, which supports dropping the terms of order $L/R$.

**Rim displacement.** Let $q=r-(R-L)$ be the distance into the slipping zone. There $\sigma_r=-Me+\tau q/h$. The hoop strain $u/r$ is smaller than $\varepsilon_r=du/dr$ by a factor of order $L/R$ and is also dropped. The stress law becomes

$$
\frac{E}{1-\nu^2}\frac{du}{dr}-Me=-Me+\frac{\tau q}{h}
\quad\Rightarrow\quad
\frac{du}{dr}=\frac{(1-\nu^2)\tau q}{Eh}.
$$

Integrate from $q=0$, where $u=0$, to $q=L$. Then replace $\tau L/h$ by $Me=Ee/(1-\nu)$:

$$
u(R)=\frac{(1-\nu^2)\tau L^2}{2Eh}
=\frac{(1-\nu^2)L}{2E}\,\frac{Ee}{1-\nu}
=\frac{(1+\nu)\,\alpha\Delta T\,L}{2}.
$$

The numbers give

$$
u(R)=\tfrac12(1.278)(2.60\times10^{-7})(2.28\ \mathrm{mm})\approx0.38\ \mathrm{nm}.
$$

A radial finite-element calculation that keeps the dropped hoop terms also gives 2.28 mm and 0.38 nm. Both calculations average over the thickness, which requires $h\ll L$, whereas here $L$ is only about $3h$. Friction acts on the lower face and produces a shear strain of about $\tau/c_{44}=2\times10^{-7}$ there. Over the thickness $h$ this shifts the two faces relative to each other by an amount of order $\tau h/c_{44}\approx0.15$ nm. With the stresses resolved through the thickness, the rim moves by about 0.3 nm at the lower face and nearly 0.5 nm at the upper face. The elastic anisotropy is ignored as well: where the rim normal lies along $\langle110\rangle$, the displacement is about one sixth smaller. The result is therefore an estimate of a few tenths of a nanometre, or about 1 percent of the free value. The slip width is likewise a rough value: resolving the stresses through the thickness shortens it from 2.28 mm to about 1.7 mm.

The result also depends on the assumed stress-free starting state. If the pressure is instead built up on the upper face while friction already acts, the blocked sideways (Poisson) expansion leaves an in-plane compression $(c_{12}/c_{11})\times80\ \mathrm{kPa}=31$ kPa, and the rim slips before any warming. The slip displacement goes as the square of the total blocked stress, so the warming then adds $0.38\times(78^2-31^2)/47^2\approx0.9$ nm. This is more than twice the value above, though still only about 2 percent of the free value.

At fixed $\tau$, the estimate makes $L$ proportional to $\Delta T$, so the clamped displacement grows as $\Delta T^2$ as long as $h\ll L\ll R$. The free one grows as $\Delta T$. For temperature changes so small that $L$ would be less than $h$, the quadratic law fails: the lower face hardly slips, and the rim moves mainly because the wafer shears through its thickness, by an amount proportional to $\Delta T$. For weak friction $L$ is no longer small compared with $R$, and the narrow-rim formula fails. With no friction at all, the answer returns to part (a).

## What the numbers mean for lithography

The diameter and thickness are those of a standard 300 mm wafer. The material constants are rough room-temperature values, and the pressure and friction coefficient are round model values. If the wafer is clamped during exposure, the freedom from force assumed in part (a) is lost. In the rigid-chuck model this takes the displacement from 39 nm to a few tenths of a nanometre. A real chuck can itself expand, and its support pins can bend. Neither effect is included, so this estimate is not a prediction for a particular tool.

Nor is 39 nm an overlay error. A uniform expansion is a scale change of 0.26 parts per million. Across an exposure field 26 mm wide, it displaces the field edge by 3.4 nm relative to the field centre. If the expansion is already present when the alignment marks are measured, the exposure can be scaled to match. A change that occurs after that measurement is not contained in the correction. The quadratic part of the displacement in (b), which reaches 3.9 nm at the rim, cannot be removed by a uniform scale factor either.

The computed values are collected in the numerical output below.

## Table of computed values

```
INPUTS (material values rough)
wafer radius R = 150 mm
wafer thickness h = 775 um
temperature change dT = 0.10 K
expansion coefficient alpha = 2.60 ppm/K
assumed uncertainty of alpha = 0.05 ppm/K
slope of alpha = 0.010 ppm/K^2
c11, c12, c44 = 166, 64, 80 GPa
FREE WAFER, UNIFORM TEMPERATURE
independent invariant expansion tensors = 1
scale change alpha*dT = 0.260 ppm
rim displacement, formula = 39.00 nm
rim displacement, energy minimum = 39.00 nm
diameter change = 78.00 nm
rim sensitivity alpha*R = 390 nm/K
temperature change for 1 nm at rim = 2.56 mK
exposure field width = 26 mm
field centre-to-edge displacement = 3.38 nm
NEGLECTED EFFECTS
rim shift from uncertainty of alpha = +/-0.75 nm
rim shift from slope of alpha = 0.0075 nm
lateral temperature difference, centre to rim = 0.02 K
outward displacement, warmer rim = 42.90 nm
outward displacement, cooler rim = 35.10 nm
RIGID CHUCK WITH FRICTION
clamping pressure = 80 kPa
friction coefficient = 0.20 (no unit)
friction traction tau = 16.0 kPa
Young modulus E along <100> = 130.4 GPa
Poisson ratio nu = 0.278 (no unit)
biaxial modulus M = 180.7 GPa
blocked thermal stress = 47.0 kPa
slip width, formula = 2.28 mm
slip width, finite elements = 2.28 mm
clamped rim displacement, formula = 0.378 nm
clamped rim displacement, finite elements = 0.380 nm
clamped/free displacement = 0.98 percent
```
